# Gaussian energy deposition and curvature-dependent sputtering at normal incidence

A solid with surface $z=h(x,y,t)$ is bombarded by ions travelling along $-z$. The surface is single-valued, and the beam is uniform: $J$ ions arrive per unit time and per unit area of a horizontal plane. An ion that enters at height $h'=h(x',y')$ deposits its energy $\varepsilon$ around a centre a depth $a>0$ below its entry point. The energy density is a Gaussian ellipsoid,

$$
E=\frac{\varepsilon}{(2\pi)^{3/2}\sigma\mu^2}
\exp\left[-\frac{\zeta^2}{2\sigma^2}-\frac{\rho^2}{2\mu^2}\right],
$$

where $\zeta$ and $\rho$ are the vertical and lateral distances from the centre, and $\sigma$ and $\mu$ are the widths along and across the beam. The Gaussian is not cut off at the surface. The surface recedes along its normal at the speed $v_n=\Lambda P$, where $P$ is the power deposited per unit volume at the surface point and $\Lambda$ is a material constant. Redeposition of sputtered atoms, viscous flow and ion-driven displacement of atoms that stay in the solid are left out.

## (a) The power at a surface point

**Write $P$ as an integral over entry points. Find the erosion speed $v_0$ of a flat surface and its sputtering yield.**

**Solution.** Take an element of true surface area $dS'$ whose normal makes an angle $\theta'$ with the beam. It receives $J\cos\theta'$ ions per unit true area and time. Its horizontal projection is $dx'dy'=\cos\theta'\,dS'$, so the arrival rate is

$$
J\cos\theta'\,dS'=J\,dx'dy'.
$$

The tilt is therefore fully accounted for by integrating over horizontal area.

Let $\Delta=h'-h$ be the height of the entry point above the observed surface point. The deposition centre lies at height $h'-a$, so the observed point is above it by

$$
\zeta=h-(h'-a)=a-\Delta .
$$

Summing over ions gives

$$
P=\frac{J\varepsilon}{(2\pi)^{3/2}\sigma\mu^2}\int dx'dy'\,
\exp\left[-\frac{(a-\Delta)^2}{2\sigma^2}-\frac{\rho^2}{2\mu^2}\right].
$$

On a flat surface $\Delta=0$. The vertical factor is then constant, and the lateral integral is $(\sqrt{2\pi}\,\mu)^2=2\pi\mu^2$. Hence

$$
P_0=\frac{J\varepsilon}{\sqrt{2\pi}\,\sigma}e^{-a^2/2\sigma^2},
\qquad v_0=\Lambda P_0 .
$$

The width $\mu$ has dropped out: on a flat surface, lateral spreading merely exchanges energy between equivalent points. If one atom occupies the volume $\Omega$, then $v_0/\Omega$ atoms leave per unit area and time, and the yield is $Y_0=v_0/(J\Omega)$ atoms per ion.

## (b) Trough, plane and crest without an expansion

**Compare the erosion speeds at the bottom of a trough, on a plane, and at the top of the crest obtained by reflecting the trough in its horizontal tangent plane.**

**Solution.** Expand the square in the exponent:

$$
-\frac{(a-\Delta)^2}{2\sigma^2}
=-\frac{a^2}{2\sigma^2}+\frac{2a\Delta-\Delta^2}{2\sigma^2}.
$$

The first term also occurs for the plane. Let angle brackets denote the average over lateral displacements $(\xi,\eta)=(x'-x,\,y'-y)$ with the normalised weight $e^{-\rho^2/2\mu^2}/(2\pi\mu^2)$. Then

$$
\frac{P}{P_0}=\left\langle\exp\left[\frac{2a\Delta-\Delta^2}{2\sigma^2}\right]\right\rangle .
$$

Take a trough whose bottom is the lowest point of the surface, so that every entry point satisfies $\Delta\ge0$. A dimple narrower than about $\mu$ on top of a hill does not meet this condition, and for it the ordering found below can reverse. Reflection replaces $\Delta$ by $-\Delta$ and leaves $\Delta^2$ unchanged. For each lateral displacement, the trough contribution divided by the crest contribution is therefore

$$
\exp\left[\frac{2a\Delta}{\sigma^2}\right]\ge1 .
$$

Unless the surface is flat, the trough receives more power than the reflected crest, whatever the size of the relief. The normal is vertical at both points, so the same ordering holds for their vertical speeds.

The comparison with a plane has one extra condition. For the crest, with $\Delta=-|\Delta|$, the exponent is $-(2a|\Delta|+\Delta^2)/2\sigma^2\le0$, so the crest erodes more slowly than a plane. For the trough, the exponent is $\Delta(2a-\Delta)/2\sigma^2$, which is positive when $0<\Delta<2a$. A trough whose surroundings rise by less than $2a$ thus erodes faster than a plane. This condition is sufficient, not necessary, because higher surroundings may still be outweighed by nearer ones.

The cause is geometrical. Ions that land beside a trough enter at a greater height and leave their energy at a greater height. While $\Delta<2a$, the vertical distance $|a-\Delta|$ from the trough bottom to these deposits is smaller than $a$. Beside a crest the deposits lie lower, and the distance grows to $a+|\Delta|$.

## (c) Small curvature

**Find the first-order change of erosion speed at an extremum with principal curvatures $\kappa_x$ and $\kappa_y$, positive for a trough. Find the next term for a round bowl.**

**Solution.** At the extremum the slope vanishes. Close to it, with axes along the principal directions,

$$
\Delta=\tfrac12(\kappa_x\xi^2+\kappa_y\eta^2).
$$

Expanding the exponential of part (b) through second order in $\Delta$ gives

$$
\frac{P}{P_0}=1+\frac{a}{\sigma^2}\langle\Delta\rangle
+\frac12\left(\frac{a^2}{\sigma^4}-\frac1{\sigma^2}\right)\langle\Delta^2\rangle+\cdots .
$$

In the last bracket, $a^2/\sigma^4$ comes from squaring the linear exponent, and $-1/\sigma^2$ comes from the quadratic exponent itself. Since $\langle\xi^2\rangle=\langle\eta^2\rangle=\mu^2$,

$$
\langle\Delta\rangle=\tfrac12\mu^2(\kappa_x+\kappa_y),
\qquad
\frac{v_n}{v_0}=1+\frac{a\mu^2}{2\sigma^2}(\kappa_x+\kappa_y)+\cdots .
$$

For a round bowl, $\kappa_x=\kappa_y=\kappa$ and $\Delta=\frac12\kappa\rho^2$. The Gaussian moments $\langle\xi^4\rangle=\langle\eta^4\rangle=3\mu^4$ and $\langle\xi^2\eta^2\rangle=\mu^4$ give

$$
\langle\rho^4\rangle=3\mu^4+3\mu^4+2\mu^4=8\mu^4,
\qquad
\langle\Delta^2\rangle=\tfrac14\kappa^2\,8\mu^4=2\kappa^2\mu^4 .
$$

Therefore

$$
\frac{v_n}{v_0}=1+\frac{a\mu^2}{\sigma^2}\kappa
+\frac{\mu^4}{\sigma^2}\left(\frac{a^2}{\sigma^2}-1\right)\kappa^2+\cdots .
$$

The quadratic term has the same sign for bowl and dome. It shifts both speeds together and cancels from their difference.

## (d) The evolution equation

**Extend the result to a general point of a gently curved surface. Identify the coefficient of $\nabla^2h$, its sign, and the amplitude at which the linear equation fails.**

**Solution.** A normal speed $v_n$ lowers the surface, measured at fixed $x$ and $y$, at the rate $v_n/\cos\theta$. With $\cos\theta=1/\sqrt{1+|\nabla h|^2}$,

$$
\frac{\partial h}{\partial t}=-\Lambda P\sqrt{1+|\nabla h|^2}.
$$

At a general point $\Delta$ also contains the slope term $\xi h_x+\eta h_y$, where subscripts denote derivatives. Its average is zero because $\xi$ and $\eta$ are equally likely to be positive or negative. The mixed term $\xi\eta h_{xy}$ averages to zero for the same reason. To lowest order in gradients, $\langle\Delta\rangle=\frac12\mu^2\nabla^2h$. The square root differs from one only at second order in slope. The linear equation is

$$
\frac{\partial h}{\partial t}=-v_0-S\nabla^2h,
\qquad
S=\frac{v_0a\mu^2}{2\sigma^2}=J\Omega Y_0\,\frac{a\mu^2}{2\sigma^2}>0 .
$$

This $S$ is the Bradley–Harper curvature coefficient at normal incidence. In a trough $\nabla^2h>0$, so the surface there falls faster than average and the trough deepens. Ordinary diffusion would have $+\nabla^2h$ on the right; here the sign is opposite, and the term destabilises the plane.

Three limits show what the effect needs.

- If $a\to0$, then $S\to0$: deposits slightly above and slightly below the surface point count equally to first order.
- If $\mu\to0$, then $S\to0$: a point no longer receives energy from its neighbours.
- If $\sigma=\mu$, then $S=v_0a/2$: a spherical distribution suffices, and elongation is not required.

To find where linearity fails, keep the terms quadratic in slope. The slope part of $\Delta$ gives $\langle\Delta^2\rangle=\mu^2|\nabla h|^2$, and the square root contributes $\frac12|\nabla h|^2$. Together they add

$$
-\frac{v_0C}{2}|\nabla h|^2,
\qquad
C=1+\frac{\mu^2}{\sigma^2}\left(\frac{a^2}{\sigma^2}-1\right)
$$

to $\partial h/\partial t$. For a long wave of amplitude $A$ and wavenumber $k$, the largest curvature term is $SAk^2$ and the largest slope term is $\frac12v_0|C|A^2k^2$. The linear equation for the whole profile therefore requires

$$
A\ll\frac{2S}{v_0|C|}.
$$

This condition is necessary, not sufficient. For $a<\sigma$ the constant $C$ can vanish, and terms of higher order in slope and curvature then set the limit. At the extrema themselves the slope vanishes, and the expansion of part (c) applies to larger amplitudes.

An omitted process can also change the outcome. If ions push surface atoms downhill with a volume current $-D\nabla h$, $D>0$, volume conservation adds $+D\nabla^2h$. The net coefficient becomes $-(S-D)$, and the plane is stable at long wavelengths when $D>S$. The sign derived here is that of the erosive contribution alone.

## (e) Growth at any wavelength

**Without expanding in gradients, find the growth rate $R(k)$ of a sinusoid of infinitesimal amplitude. Does erosion alone select a wavelength?**

**Solution.** Write $h=-v_0t+A(t)\cos(kx+\phi)$. To first order in $A$, part (c) gives $P/P_0=1+(a/\sigma^2)\langle\Delta\rangle$, with

$$
\langle\Delta\rangle=A\langle\cos(kx+\phi+k\xi)\rangle-A\cos(kx+\phi).
$$

Expanding the shifted cosine leaves $\cos(kx+\phi)\langle\cos k\xi\rangle$, because $\langle\sin k\xi\rangle=0$. Call $I(k)=\langle\cos k\xi\rangle$. The weight $g(\xi)\propto e^{-\xi^2/2\mu^2}$ obeys $\xi g=-\mu^2g'$, so an integration by parts gives

$$
\frac{dI}{dk}=-\int\xi g\sin k\xi\,d\xi
=\mu^2\int g'\sin k\xi\,d\xi=-\mu^2kI .
$$

With $I(0)=1$, the solution is $I=e^{-k^2\mu^2/2}$. Hence

$$
\langle\Delta\rangle=-A\cos(kx+\phi)\left(1-e^{-k^2\mu^2/2}\right).
$$

Insert this into $\partial h/\partial t=-v_0P/P_0$, where the slope correction is of second order. The two minus signs combine to give $\dot A=R(k)A$ with

$$
R(k)=\frac{v_0a}{\sigma^2}\left(1-e^{-k^2\mu^2/2}\right).
$$

The rate is real, so the wave grows without drifting. For $k\mu\ll1$,

$$
R=Sk^2-\frac{S\mu^2}{4}k^4+\cdots,
$$

and the first term reproduces part (d). In the opposite limit $R\to v_0a/\sigma^2$. The entry heights then average out over the width $\mu$, and each surface point is compared with the mean level. The neglected slope factor contributes $\frac12v_0A^2k^2$, so this limit also needs $Ak^2\ll2a/\sigma^2$, an amplitude that shrinks as $k$ grows.

Since $dR/dk=(v_0a\mu^2k/\sigma^2)e^{-k^2\mu^2/2}>0$, the rate rises at all $k>0$, and erosion alone selects no finite wavelength. Cutting the series after $k^4$ would suggest otherwise: $2Sk-S\mu^2k^3=0$ gives a maximum at $k\mu=\sqrt2$. That maximum is produced by the truncation, at a wavenumber where the series parameter is no longer small.

## (f) Competition with surface diffusion

**Add surface diffusion and find the fastest-growing wavelength, first for long waves and then with the full $R(k)$. Is a ripple direction selected?**

**Solution.** For isotropic surface energy $\gamma$, the chemical potential of a surface atom changes by $-\gamma\Omega\nabla^2h$ at small slope: it is higher on crests. Atoms flow down its gradient with a mobility $M$, giving the current $M\gamma\Omega\nabla(\nabla^2h)$. Conservation of atoms, each carrying volume $\Omega$, adds

$$
-B\nabla^4h,\qquad B=M\gamma\Omega^2>0,
$$

to $\partial h/\partial t$. A sinusoid thereby acquires the damping rate $Bk^4$.

For long waves the net rate is $Sk^2-Bk^4$. Setting its derivative with respect to $k^2$ to zero gives $S-2Bk^2=0$, so

$$
k_*^2=\frac{S}{2B},\qquad
\lambda_*=2\pi\sqrt{\frac{2B}{S}},\qquad
R_*=\frac{S^2}{2B}-\frac{S^2}{4B}=\frac{S^2}{4B}.
$$

For the full rate, let $w=k^2\mu^2/2$ and use $v_0a/\sigma^2=2S/\mu^2$. The net rate is

$$
\frac{2S}{\mu^2}(1-e^{-w})-\frac{4B}{\mu^4}w^2 .
$$

Its derivative with respect to $w$ vanishes when

$$
\frac{2S}{\mu^2}e^{-w}=\frac{8B}{\mu^4}w
\quad\Longrightarrow\quad
we^w=\frac{S\mu^2}{4B}.
$$

Thus $w=W(S\mu^2/4B)$, where $W$ is the Lambert function, defined by $W(q)e^{W(q)}=q$. The derivative of the net rate is positive at $w=0$ and decreases steadily, so this is the single maximum. For small $q=S\mu^2/4B$, $w\approx q$ returns the long-wave result.

The choice of the $x$ axis was arbitrary. Both $R$ and the damping depend on the magnitude of the wavevector, so waves in all horizontal directions grow equally fast. The linear theory selects a length but no ripple orientation.

## (g) A numerical case

**Take $\varepsilon=1.6022\times10^{-16}$ J (1 keV), $a=3$ nm, $\sigma=1.5$ nm, $\mu=1$ nm, $J=10^{18}$ m$^{-2}$s$^{-1}$, $\Lambda=4\times10^{-21}$ m$^4$/J, $\Omega=2\times10^{-29}$ m$^3$ and $B=3\times10^{-37}$ m$^4$/s. Evaluate the erosion speeds and the instability.**

**Solution.** These are round model parameters and represent no particular material. Here $a^2/2\sigma^2=2$, so

$$
P_0=\frac{10^{18}\times1.6022\times10^{-16}}{\sqrt{2\pi}\times1.5\times10^{-9}}\,e^{-2}
=5.767\times10^9\ \mathrm{W/m^3}.
$$

Multiplication by $\Lambda$ gives $v_0=2.307\times10^{-11}$ m/s. The yield is $Y_0=2.307\times10^{-11}/(2\times10^{-11})=1.15$ atoms per ion. The curvature length is

$$
\frac{S}{v_0}=\frac{3\times1^2}{2\times1.5^2}\ \mathrm{nm}=0.667\ \mathrm{nm},
\qquad S=1.538\times10^{-20}\ \mathrm{m^2/s}.
$$

**Crest and trough.** Consider a corrugation of amplitude 1 nm and wavelength 40 nm. Its curvature at a trough is $Ak^2=0.0247$ nm$^{-1}$, and the local formula predicts a speed change of $0.6667\times0.02467=1.64\%$ of $v_0$. Direct summation of the deposited energy gives $+1.66\%$ at the trough and $-1.61\%$ at the crest.

The slight asymmetry comes from the even, second-order term. For curvature in one direction, $\langle\Delta^2\rangle=\frac34\kappa^2\mu^4$, and part (c) gives a common shift of

$$
\frac{3\mu^4}{8\sigma^2}\left(\frac{a^2}{\sigma^2}-1\right)\kappa^2
=0.5\times0.0247^2\approx0.03\%,
$$

with lengths in nm. This agrees with half the sum of the two directly computed changes, which is 0.030% when they are taken before rounding.

For a much steeper wave, of amplitude 2.5 nm and wavelength 10 nm, the speeds are $0.65v_0$ at the crest and $1.89v_0$ at the trough. The relief of 5 nm is below $2a=6$ nm, and the ordering agrees with part (b), although the small-curvature expansion no longer applies.

**Growth.** The long-wave formulas give

$$
\lambda_*=2\pi\sqrt{\frac{6\times10^{-37}}{1.538\times10^{-20}}}\ \mathrm{m}=39.2\ \mathrm{nm},
\qquad
R_*=\frac{(1.538\times10^{-20})^2}{1.2\times10^{-36}}=1.97\times10^{-4}\ \mathrm{s^{-1}}.
$$

The amplitude grows by a factor $e$ in $1/R_*=5.07\times10^3$ s. Meanwhile the mean surface recedes by 117 nm, under a fluence of $5.07\times10^{21}$ ions/m$^2$.

The full $R(k)$ changes the wavelength to 39.5 nm and the growth time to $5.14\times10^3$ s. The $k^4$ term of part (e) explains both shifts: it replaces $B$ by $B+S\mu^2/4$, a relative increase of $S\mu^2/4B=1.3\%$. The growth time is proportional to $B$ and rises by 1.3%; the wavelength is proportional to $\sqrt B$ and rises by 0.6%. The expansion works here because $k_*\mu=0.16$. At $k\mu=2.5$, by contrast, $Sk^2$ is more than three times the directly computed erosive rate.

These growth rates belong to small amplitudes. Part (d) gives $C=1+(4-1)/2.25=2.33$, so the linear equation needs

$$
A\ll\frac{2\times0.667}{2.33}\ \mathrm{nm}\approx0.6\ \mathrm{nm}.
$$

This bound is only about two atomic spacings, $\Omega^{1/3}=0.27$ nm, so in the linear regime $h$ must be read as a height averaged over many atoms and impacts. The 1 nm corrugation used above exceeds this limit. Its crest and trough speeds are still well described by curvature, but its flanks are not, and its shape would not remain sinusoidal. The program tests the flat speed, the curvature coefficients, $R(k)$ at small amplitude and the fastest-growing mode against direct sums of the deposited energy.

## Values computed for the example and the checks

```
Ion energy eps = 1.602177e-16 J
Deposition depth a = 3.000 nm
Longitudinal width sigma = 1.500 nm
Transverse width mu = 1.000 nm
Ion flux J = 1.000e+18 m^-2 s^-1
Erosion constant Lam = 4.000e-21 m^4/J
Atomic volume = 2.000e-29 m^3
Surface diffusion coefficient B = 3.000e-37 m^4/s
Flat power density = 5.76687e+09 W/m^3
Flat erosion speed v0 = 2.30675e-11 m/s
Sputtering yield Y0 = 1.1534 atoms/ion
Curvature length S/v0 = 0.66667 nm
Curvature coefficient S, formula = 1.537832e-20 m^2/s
Curvature coefficient S, direct sum = 1.537833e-20 m^2/s
Bowl quadratic coefficient, formula = 1.33333 nm^2
Bowl quadratic coefficient, direct = 1.33332 nm^2
Corrugation amplitude = 1.000 nm
Corrugation wavelength = 40.000 nm
Trough curvature = 0.024674 nm^-1
Crest erosion speed = 2.269719e-11 m/s
Trough erosion speed = 2.345154e-11 m/s
Crest speed change from flat = -1.6053 percent
Trough speed change from flat = 1.6649 percent
Half difference / v0, direct = 1.6351 percent
Half difference / v0, local S = 1.6449 percent
Steep test (2.5 nm amplitude, 10 nm wave): crest/v0 = 0.6481
Steep test: trough/v0 = 1.8905
k*mu = 0.1000: direct R = 1.53399e-04 s^-1, S*k^2 = 1.53783e-04 s^-1
k*mu = 0.5000: direct R = 3.61400e-03 s^-1, S*k^2 = 3.84458e-03 s^-1
k*mu = 1.4142: direct R = 1.94419e-02 s^-1, S*k^2 = 3.07566e-02 s^-1
k*mu = 2.5000: direct R = 2.94053e-02 s^-1, S*k^2 = 9.61145e-02 s^-1
Short-wave limit of R = 3.07566e-02 s^-1
Fastest wavelength, long-wave formula = 39.2465 nm
Fastest wavelength, Lambert formula = 39.4956 nm
Fastest wavelength, direct maximum = 39.4954 nm
Long-wave fastest k*mu = 0.16010
Lambert argument S*mu^2/(4B) = 0.012815
Maximum growth rate, long-wave = 1.97077e-04 s^-1
Maximum growth rate, full kernel = 1.94594e-04 s^-1
E-folding time, long-wave = 5074.15 s
E-folding time, full kernel = 5138.90 s
Depth eroded in long-wave e-folding time = 117.048 nm
Fluence in long-wave e-folding time = 5.0742e+21 m^-2
```
